# Complex whispering-gallery frequencies of a dielectric disk by Newton iteration

## What a real frequency cannot do

Suppose one looks for the resonances of a dielectric disk by matching the field inside to an outgoing wave outside, and scans real frequencies for a perfect match. There is none. Light leaks from the curved rim, so a freely ringing field must decay, and a real frequency describes a field that does not. A scan for peaks in a driven response has another difficulty: a resonance with quality factor $10^{10}$ occupies about one part in $10^{10}$ of the frequency axis and falls between the points of any ordinary grid.

Both difficulties disappear if the frequency is allowed to be complex. With time factor $e^{-i\omega t}$ and $\operatorname{Im}\omega<0$, the field energy decays as $e^{2\operatorname{Im}\omega\,t}$, so that

$$Q=\frac{\operatorname{Re}\omega}{-2\operatorname{Im}\omega}.$$

One complex root gives both the position and the width.

## A cavity small enough for hand calculation

Take one dimension: a perfect mirror at $r=0$, a medium of relative index $N$ up to $r=1$, and an outgoing wave beyond. The inner field is $\sin(Nzr)$ and the outer one is proportional to $e^{izr}$, where $z$ is the dimensionless frequency. Equality of $\psi'/\psi$ at $r=1$ gives, with $y=Nz$,

$$f(y)=N\cos y-i\sin y=0.$$

For real $y$ the two terms cannot vanish together. Put $y=\pi/2-iv$. Then $\cos y=i\sinh v$ and $\sin y=\cosh v$, so

$$f=i(N\sinh v-\cosh v),\qquad f'=-(N\cosh v-\sinh v).$$

The root is $\tanh v=1/N$. Newton's rule $y\to y-f/f'$ becomes

$$v\to v-\frac{N\sinh v-\cosh v}{N\cosh v-\sinh v}.$$

For $N=2$, start on the real axis, $v=0$. The first step gives $v=1/2$. With $\sinh0.5=0.52110$ and $\cosh0.5=1.12763$, the second gives

$$v=0.5+\frac{0.08543}{1.7342}=0.5493,$$

which agrees to four digits with $\operatorname{artanh}(1/2)$. A real starting value thus leads to a complex root, because the function itself is complex.

This cavity has $Q=(\pi/2)/(2\times0.5493)\approx1.4$: its wave meets the open side directly. In a disk, angular momentum puts a barrier outside the rim. The procedure is the same, with Bessel functions in place of sines.

## The matching condition for a disk

Let a disk of radius $R$ and index $n_1$ lie in a medium of index $n_2<n_1$. Both media are lossless, linear and nonmagnetic, and nothing varies along the axis. Define

$$N=\frac{n_1}{n_2},\qquad z=\frac{n_2\omega R}{c},$$

and measure $r$ in units of $R$. For a field $\psi(r)e^{im\phi}$ along the axis, Maxwell's equations give, in the disk,

$$(r\psi')'+\left(N^2z^2r-\frac{m^2}{r}\right)\psi=0. \tag{1}$$

Outside, $N$ is replaced by 1. Regularity at the centre selects $J_m(Nzr)$; the outgoing condition selects the Hankel function $H_m=J_m+iY_m$ of argument $zr$.

In TM polarization $\psi$ is the axial electric field, and the tangential magnetic field is proportional to $\psi'$. In TE polarization $\psi$ is the axial magnetic field, and the tangential electric field is proportional to $\psi'/n^2$. Continuity therefore requires

$$aN\frac{J_m'(Nz)}{J_m(Nz)}=L(z),\qquad L=\frac{H_m'(z)}{H_m(z)}, \tag{2}$$

with $a=1$ for TM and $a=1/N^2$ for TE. Multiplication by $J_m$ removes the poles at its zeros:

$$h(z)=aNJ_m'(Nz)-J_m(Nz)L(z)=0. \tag{3}$$

At real $z=x>0$ the Wronskian $J_mY_m'-J_m'Y_m=2/(\pi x)$ gives

$$\operatorname{Im}L=\frac{J_mY_m'-J_m'Y_m}{|H_m|^2}=\frac{2}{\pi x|H_m(x)|^2}>0. \tag{4}$$

The imaginary part of $h$ could vanish only at $J_m(Nx)=0$, but there $J_m'\ne0$ and $h\neq0$. So no real frequency solves (3).

The decay can be traced to the rim. Multiply (1) by $\psi^*$, integrate from 0 to 1 by parts, and take the imaginary part. The terms in $|\psi'|^2$ and $m^2|\psi|^2$ are real and drop out. Since matching gives $\psi'(1)=zL\psi(1)/a$ on the inner side,

$$N^2\operatorname{Im}(z^2)\int_0^1|\psi|^2r\,dr=-\frac{\operatorname{Im}(zL)}{a}|\psi(1)|^2.$$

On the real axis $\operatorname{Im}(zL)>0$, by (4). A small imaginary part of $z$ changes this by about $\operatorname{Im}z\,(zL)'$, and Bessel's equation gives $(zL)'=z(m^2/z^2-1-L^2)$. Under a barrier the bracket nearly cancels, because there $L^2\approx m^2/z^2-1$. For a narrow resonance the sign therefore persists, and outgoing flux makes $\operatorname{Im}z$ negative. Far away the outer field then grows as $e^{|\operatorname{Im}z|r}/\sqrt r$: distant light left the disk earlier, when the mode was stronger.

## The Newton step

Write $y=Nz$. Bessel's equation supplies every derivative needed:

$$J_m''(y)=-\frac{J_m'}{y}-\left(1-\frac{m^2}{y^2}\right)J_m,$$

$$L'=\frac{H_m''}{H_m}-L^2=-\frac Lz-L^2-1+\frac{m^2}{z^2}. \tag{5}$$

Differentiating (3) gives

$$h'=aN^2J_m''-NJ_m'L-J_mL',\qquad z_{\rm new}=z-\frac{h}{h'}. \tag{6}$$

Let $e$ be the distance from a simple root and $C=h''/(2h')$ there. Taylor expansion gives $h/h'=e(1+Ce)/(1+2Ce)=e-Ce^2+O(e^3)$, hence

$$e_{\rm new}=Ce^2+O(e^3). \tag{7}$$

The number of correct digits roughly doubles per step, provided that the start is close enough. (In the one-dimensional cavity $f''=-f$ vanishes at the root, so convergence there is even faster.)

## A starting value

The first radial order lies near the first zero of $J_m$. Set $s=(m/2)^{1/3}$ and $y=m+s\xi$. Using $m=2s^3$ and keeping terms through $1/s^2$, Bessel's equation becomes

$$J_{\xi\xi}+\frac{1}{2s^2}J_\xi+\left(\xi-\frac{3\xi^2}{4s^2}\right)J=0.$$

The first-derivative term can be removed by a factor $e^{-\xi/(4s^2)}$, which moves no zero and alters the rest only at order $s^{-4}$. Now try $\operatorname{Ai}(-\zeta)/\sqrt{\zeta'}$ with $\zeta=\xi+b\xi^2/s^2$. To this order it obeys the equation with coefficient $\zeta'^2\zeta=\xi+5b\xi^2/s^2$, so $b=-3/20$. If $-A$ is the first Airy zero, $\zeta=A$ gives $\xi=A+3A^2/(20s^2)$. The first Bessel zero is therefore

$$j_{m,1}\approx m+As+\frac{3A^2}{20s},\qquad A\approx2.338.$$

The field does not vanish at the rim, so a correction is needed. Just outside, the wave is evanescent. Neglecting the slow terms in (5) leaves $L\approx-\sqrt{m^2/z^2-1}$, the sign being that of outward decay. With $z\approx m/N$ this is $-\sqrt{N^2-1}$. Near the zero, $J_m'/J_m\approx1/(y-j_{m,1})$, and (2) gives

$$Nz_{\rm start}=m+As+\frac{3A^2}{20s}-\frac{aN}{\sqrt{N^2-1}}. \tag{8}$$

Because $L$ is nearly real and negative, so is $J_m'/J_m$. While the barrier is present, the wanted root must have $\operatorname{Re}(Nz)$ between $j'_{m,1}$, the first maximum of $J_m$, and $j_{m,1}$. This criterion excludes convergence to a higher radial order. A strongly damped root can lie in the same interval, so $|\operatorname{Im}z|$ should also be checked to be small.

The estimate needs a barrier outside the rim, $x<m$. To leading order this means $m^{2/3}>2^{-1/3}A/(N-1)$, which is only a rough guide: at $N=1.2$ it asks for $m>28$, while the computed roots already have $\operatorname{Re}z<m$ at $m=16$. For small $m$ or weak contrast the barrier closes, and the derivation of the rim correction in (8) no longer applies. Newton's rule may still converge from there, but the root it finds needs checking.

## Why Q grows so rapidly

Divide $h$ by $J_m$ to form $g=\ell a-L$, where $\ell=NJ_m'(Nz)/J_m(Nz)$. Like (5), $\ell'=-\ell/z-\ell^2-N^2+m^2/z^2$. At a root $a\ell=L$, so the terms in $1/z$ cancel and

$$g'=-a\ell^2-aN^2+\frac{am^2}{z^2}+L^2+1-\frac{m^2}{z^2}.$$

For TM, $\ell=L$; for TE, $\ell=N^2L$. Both cases read

$$g'=-(N^2-1)B,\quad B_{\rm TM}=1,\quad B_{\rm TE}=L^2+\frac{m^2}{N^2z^2}. \tag{9}$$

Now let $z=x+iv$ with $|v|$ small. From $0\approx g(x)+ivg'$, with $g'$ nearly real, the imaginary part gives $v=\operatorname{Im}L/g'$. Inserting (4) and (9),

$$Q=\frac{x}{-2v}\approx\frac\pi4(N^2-1)x^2|H_m(x)|^2B. \tag{10}$$

A large Hankel function at the rim means that only a small part of the field reaches the far region. To find its size, write Bessel's equation in $t=\ln x$: $\psi_{tt}=(m^2-x^2)\psi$. The semiclassical solution decaying outward under the barrier contains $e^S$, where

$$S=\int_x^m\sqrt{m^2-x'^2}\,\frac{dx'}{x'}=m(\alpha-\tanh\alpha),\quad \cosh\alpha=\frac mx.$$

The substitution $x'=m/\cosh\beta$ turns the integrand into $m\tanh^2\beta$, which gives the result. Far outside, $|H_m|^2\to2/(\pi x)$. Airy connection at $x=m$ carries this normalization inward: $Y_m$ joins to the growing Airy function, whose amplitude has the same coefficient on both sides. Thus

$$|H_m|^2\approx\frac{2e^{2S}}{\pi\sqrt{m^2-x^2}}=\frac{2e^{2m(\alpha-\tanh\alpha)}}{\pi m\tanh\alpha},$$

$$Q\approx\frac{(N^2-1)x^2B}{2m\tanh\alpha}\,e^{2m(\alpha-\tanh\alpha)}. \tag{11}$$

Here $L\approx-\sinh\alpha$, so $B_{\rm TE}\approx\sinh^2\alpha+\cosh^2\alpha/N^2$.

At very large $m$, $x\to m/N$ and $\cosh\alpha\to N$. The limiting growth of $\ln Q$ per order is

$$\Gamma=2\left[\operatorname{arccosh}N-\sqrt{1-1/N^2}\right]. \tag{12}$$

The approach is slow. The exponent $2S$ has derivative $-2\sqrt{m^2-x^2}/x\approx-2\sqrt{N^2-1}$ with respect to $x$, while (8) places the mode outward of $m/N$ by $A(m/2)^{1/3}/N$. The product of the two reduces $\ln Q$; the factor $x^2/m\propto m$ adds $\ln m$. Differentiating with respect to $m$,

$$\frac{d\ln Q}{dm}=\Gamma-\frac{2A}{3\,2^{1/3}}\sqrt{1-\frac1{N^2}}\,m^{-2/3}+\frac1m+O(m^{-4/3}). \tag{13}$$

Two limits show the role of contrast. For $N=1+\delta$ with small $\delta$, $\alpha\approx\sqrt{2\delta}$ and $\Gamma\approx2\alpha^3/3=(2/3)(2\delta)^{3/2}$: growth is weak. For large $N$, $\Gamma\approx2[\ln(2N)-1]$, which rises only logarithmically.

## A disk in the silicon-photonics regime

Consider a silicon layer 220 nm thick in oxide at 1550 nm, with rough indices 3.48 and 1.444. Its fundamental slab mode with in-plane electric field varies as a cosine inside and an exponential outside. Continuity of field and slope gives $q\tan(qd/2)=\gamma$, where $q^2=k^2(n_{\rm Si}^2-n_1^2)$, $\gamma^2=k^2(n_1^2-n_2^2)$ and $k$ is the vacuum wavenumber. The solution is $n_1=2.852$, so $N=1.975$. The in-plane electric field selects the TE disk problem.

For each $m$ the radius is chosen to put the resonance at 1550 nm. The wavelength and both indices stay fixed in the comparison, while $R$ changes.

Take $m=16$, for which $s=2$. Equation (8) gives

$$Nz_{\rm start}=16+4.676+0.410-0.297=20.789,$$

or $z_{\rm start}=10.527$. The distances from the final root before the first step and after each of four steps are $0.076$, $1.5\times10^{-3}$, $4.5\times10^{-7}$, $4.1\times10^{-14}$ and $3.4\times10^{-28}$. The ratio $e_{\rm new}/e^2$ settles at $0.204$, equal to $|h''/(2h')|$ evaluated separately. The result is

$$z=10.45044-1.2163\times10^{-4}i,$$

$$Q=\frac{10.45044}{2(1.2163\times10^{-4})}=4.30\times10^4.$$

The radius is $R=10.450(1550\text{ nm})/(2\pi\times1.444)=1785$ nm. The linewidth is $1550/Q=0.036$ nm, and the energy lifetime $Q/\operatorname{Re}\omega$ is 35 ps. The complex frequency $\omega/2\pi$ is $193.41-0.00225i$ THz.

Formula (11) can be followed by hand. From $\cosh\alpha=16/10.450=1.531$ one finds $\alpha=0.9897$, $\tanh\alpha=0.7572$ and $B=1.945$. The exponent is 7.44 and the prefactor, including $B$, is 25.4. Their combination is $Q\approx4.32\times10^4$, within 1% of the Newton result.

| $m$ | $R$ (nm) | $Q$ |
|---:|---:|---:|
| 8 | 1004 | $1.26\times10^2$ |
| 16 | 1785 | $4.30\times10^4$ |
| 24 | 2535 | $2.06\times10^7$ |
| 32 | 3273 | $1.16\times10^{10}$ |
| 40 | 4004 | $7.18\times10^{12}$ |

A fourfold increase in radius raises the ideal $Q$ by more than ten powers of ten. One more order multiplies it by 2.00 at $m=8$ and by 2.24 at $m=39$; the limiting factor is $e^\Gamma=2.41$. From $m=200$ to 201, the TE root gives a logarithmic increase of 0.8533, against 0.8539 from the terms written in (13) and $\Gamma=0.8800$. The difference from $\Gamma$ is thus mainly the outward displacement of the mode.

An independent calculation discretized (1) and its outer counterpart on Chebyshev points. The outer coordinate was rotated into the complex plane, so that outgoing waves decayed. No Bessel function entered. For $m=8$ and 10, in both polarizations, the complex eigenvalues differed from the Newton roots by at most $6.5\times10^{-10}$ of $|\operatorname{Im}z|$.

At the same $N$ and $m=16$, TM has $Q=5.98\times10^4$, higher than TE. Two effects compete. The last term in (8) puts the TM mode at smaller $x$, behind a thicker barrier, which raises $Q$. In (10) this raises $x^2|H_m|^2$ by a factor 2.57. The TE factor $B$, about 1.84 with the exact $L$ (1.95 in the semiclassical estimate), works the other way, but at this $m$ and $N$ the barrier has the larger effect; at $m=16$ the order reverses between $N=2.5$ and 3. Equal $N$ is a model comparison only. In the 220 nm slab the mode with vertical electric field has $n_1\approx2.06$, and its $Q$ at $m=16$ is about 94, far below TE.

High $Q$ also makes a numerical demand. At $m=40$, $\operatorname{Im}z=-1.6\times10^{-12}$ while $\operatorname{Re}z=23.4$. Rounding that mixes the real and imaginary parts degrades the width long before it affects the position: with standard double-precision Bessel routines about four digits of the width survive at $m=40$. The tabulated roots were computed with 40 digits; (10) offers another way, since it obtains a small width from a large Hankel modulus without subtraction.

## What a real microdisk changes

The dimensions and indices above are those of a small silicon microdisk, but the largest values of $Q$ are not predictions for a device. A real disk has roughness and absorption, and its effective index varies with wavelength. Near a high-$Q$ mode, matching fixes $n_1(\omega)\omega$ approximately. A small frequency change then alters this product in proportion to the group index, $n_g=3.70$ here (with a rough silicon dispersion of $-8\times10^{-5}$ per nm; 3.58 from the slab geometry alone), rather than to $n_1$. This raises $Q$ by roughly $n_g/n_1=1.30$; solving (3) with a frequency-dependent index gives $5.50\times10^4$, a factor 1.28.

Loss adds an imaginary part $i\kappa$ to the index. The same approximate condition gives $n_g\operatorname{Im}\omega+\kappa\operatorname{Re}\omega\approx0$, so the loss-limited value is $Q\approx n_g/(2\kappa)$. For a power attenuation $\alpha_p$, $\kappa=\alpha_p\lambda/(4\pi)$. A rough waveguide loss of 2 dB/cm gives $3.3\times10^5$; the roots of (3) for $m=16$, with and without loss, give $3.4\times10^5$. For $m=16$, dispersion and loss together yield $4.7\times10^4$. From $m=19$ upward the ideal radiative $Q$ exceeds this loss limit, and enlarging the disk then brings a diminishing return in total $Q$. Rim roughness in a particular disk may move that crossover.

Temperature mainly moves the line. With a rough silicon coefficient of $1.8\times10^{-4}$ per K, a 10 K rise shifts it by 0.71 nm, about twenty ideal linewidths; thermal expansion and the change of the oxide index are left out.

The reduction to two dimensions is the least controlled assumption. Changing $n_1$ by $-0.1$ or $+0.1$, with $m=16$ and $R$ readjusted to keep 1550 nm, gives $Q=1.8\times10^4$ or $1.0\times10^5$. This measures sensitivity to the effective index; it does not bound the error of the reduction. Vertical scattering at the rim requires a three-dimensional calculation. Backscattering, which can split the clockwise and anticlockwise modes, and absorption at high optical power are also outside the model.

## Computed values

```
wavelength 1550 nm, thickness 220 nm
rough indices: silicon 3.48, oxide 1.444
slab effective index 2.85174 (grid 2.85174)
slab group index 3.7040; index ratio N 1.97489
TE disk, radius set for resonance at the stated wavelength
m, radius (nm), Re z, Im z, Q Newton, Q narrow, Q Debye
 8  1004.0   5.87694 -2.3294e-02 1.2615e+02 1.2597e+02 1.3044e+02
12  1401.3   8.20269 -1.8833e-03 2.1777e+03 2.1777e+03 2.2110e+03
16  1785.3  10.45044 -1.2163e-04 4.2959e+04 4.2959e+04 4.3230e+04
20  2162.5  12.65803 -6.9104e-06 9.1586e+05 9.1586e+05 9.1860e+05
24  2535.4  14.84094 -3.6061e-07 2.0577e+07 2.0577e+07 2.0609e+07
28  2905.4  17.00655 -1.7692e-08 4.8062e+08 4.8062e+08 4.8100e+08
32  3273.1  19.15911 -8.2796e-10 1.1570e+10 1.1570e+10 1.1574e+10
40  4003.6  23.43523 -1.6310e-12 7.1845e+12 7.1845e+12 7.1842e+12
Newton for m = 16: start z = 10.526613
  error after 0 steps: 0.07617
  error after 1 steps: 0.001483
  error after 2 steps: 4.478e-7
  error after 3 steps: 4.098e-14
  error after 4 steps: 3.433e-28
  error after 5 steps: 4.204e-45
error constant: iteration 0.20441, derivatives 0.20441
largest spectral mismatch / |Im z|: 6.5e-10
Q(9)/Q(8) = 2.0032, log 0.6947
Q(17)/Q(16) = 2.1360, log 0.7589
Q(25)/Q(24) = 2.1913, log 0.7845
Q(33)/Q(32) = 2.2239, log 0.7993
Q(40)/Q(39) = 2.2438, log 0.8081
limiting log growth per order 0.88003, factor 2.4110
log growth 200 to 201: TE 0.85327, TM 0.85315
  three-term prediction 0.85387
TM Q at m = 16, same N: 5.9849e+04
m = 16: Re frequency 193.4145 THz
  Im frequency -2.2512e-03 THz
  linewidth 0.03608 nm
  energy lifetime 35.350 ps
Q with index dispersion 5.5044e+04
rough loss 2.0 dB/cm: loss-limited Q 3.2604e+05
Q with dispersion and loss 4.7407e+04
first m with ideal radiative Q above loss Q: 19
rough silicon dn/dT 1.8e-04 per K
shift for 10 K: 0.7112 nm
Q for effective index -0.1: 1.7737e+04
Q for effective index +0.1: 1.0354e+05
```
